**Solvent shifts and infrared intensities of CO in a spherical cavity**

The program tests the first-order vibrational shift, whose one-permittivity form is $\Delta\omega/\omega=-C(\epsilon-1)/(2\epsilon+1)$, and the intensity ratio $(n^2+2)^2/(9n)$. Here $\epsilon$ is the solvent permittivity, $n$ its refractive index, and $C$ a constant built from the gas-phase force constants, the dipole and its derivatives, and the cavity radius. It asserts that a numerical surface-charge solution reproduces the sphere factors, that slow bath modes do not follow a vibration, and that quadrature over a strong absorption band reproduces the intensity ratio. For CO at the Hartree-Fock level, it asserts agreement within 1% between weak-solvent SCF shifts and the equilibrium and nonequilibrium formulas. It also asserts that a polarizable-dipole energy reproduces the Onsager shift at $\epsilon=40$ within 1%, and that the Onsager SCF intensities follow the cavity formula within 2%. The output gives full PCM shifts 4% to 14% larger in magnitude than the first-order law for $\epsilon$ from 2 to 40. The PCM intensity ratio is 1.128 against 1.125 at the matched index, but 1.162 against 1.257 at $n^2=2$, where the ratio of polarizability to cavity radius cubed no longer equals $(n^2-1)/(n^2+2)$.

## Verification by program

```python
"""
Vibrational spectra of a molecule in a dielectric: tests and CO example.

Shift (first order in the reaction-field factor f):
  dw/w = -[f_inf*mu1**2 + f_0*mu0*(mu2 - g*mu1/k)]/(2k),
  f(eps) = 2(eps-1)/((2eps+1)a**3).
With a single eps this is the Kirkwood-Bauer-Magat (KBM) law
  dw/w = -C (eps-1)/(2eps+1).
Intensity (Polo-Wilson): A_liq/A_gas = (n**2+2)**2/(9n).

mu0, mu1, mu2: dipole and its first two bond-length derivatives;
k, g: second and third derivatives of the gas-phase energy;
a: cavity radius; eps_0, eps_inf: static and optical permittivity;
n: refractive index. Hartree atomic units, Gaussian electrostatics.
The PCM uses a fixed spherical cavity and surface charges expanded
in Legendre functions, self-consistent with a Hartree-Fock density.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import eval_legendre
from pyscf import gto, scf

# ---------- parameters and units ----------
A_CAV = 4.5
R_MID, STEP = 2.10, 0.04
STEPS = np.arange(-2, 3)
LMAX = 12
BASIS = "aug-cc-pvdz"
MASS_C, MASS_O = 12.0, 15.9949
AMU = constants.atomic_mass / constants.m_e
RED_MASS = MASS_C * MASS_O / (MASS_C + MASS_O) * AMU
TO_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100


def sphere_grid(n_theta, n_phi):
    """Unit vectors and weights (sum 4 pi) on a sphere."""
    x, w = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    ct, ph = np.meshgrid(x, phi, indexing="ij")
    st = np.sqrt(1 - ct**2)
    pts = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1)
    wts = np.repeat(w, n_phi) * 2 * np.pi / n_phi
    return pts.reshape(-1, 3), wts


def reaction_factor(eps):
    return 2 * (eps - 1) / ((2 * eps + 1) * A_CAV**3)


def cavity_factor(eps):
    return 3 * eps / (2 * eps + 1)


def polo_wilson(n):
    return (n**2 + 2)**2 / (9 * n)


# ---------- test: sphere electrostatics from the boundary equation ----
def test_sphere():
    eps = 5.0
    pts, wts = sphere_grid(20, 40)
    dist = np.linalg.norm(pts[:, None] - pts[None], axis=-1)
    np.fill_diagonal(dist, 1.0)
    kernel = wts[None] / (2 * dist)
    np.fill_diagonal(kernel, 0.0)
    # a uniform surface charge has principal-value field 2 pi sigma
    np.fill_diagonal(kernel, 2 * np.pi - kernel.sum(axis=1))
    matrix = kernel + np.eye(len(wts)) * 2*np.pi*(eps+1)/(eps-1)
    for l in (1, 2, 3):
        leg = eval_legendre(l, pts[:, 2])
        sigma = np.linalg.solve(matrix, -(l + 1) * leg)
        coef = (wts * leg) @ sigma / ((wts * leg) @ leg)
        formula = -(2*l+1)/(4*np.pi)*(l+1)*(eps-1)/((l+1)*eps+l)
        assert abs(coef / formula - 1) < 0.01
    # fields at the centre of a cavity of unit radius
    sigma = np.linalg.solve(matrix, -2 * pts[:, 2])
    reaction = -(wts * sigma) @ pts[:, 2]
    assert abs(reaction/(reaction_factor(eps)*A_CAV**3)-1) < 0.01
    sigma = np.linalg.solve(matrix, -pts[:, 2])
    cavity = 1 - (wts * sigma) @ pts[:, 2]
    assert abs(cavity / cavity_factor(eps) - 1) < 0.01
    return reaction, cavity


# ---------- test: slow solvent modes do not follow the vibration ------
def bath_eigenvalue(slow_frequency):
    """Squared frequency of a unit oscillator with two bath modes."""
    strengths = np.array([0.01, 0.01])
    freqs = np.array([100.0, slow_frequency])
    hess = np.diag(np.r_[1.0, freqs**2])
    hess[0, 1:] = hess[1:, 0] = -freqs * np.sqrt(strengths)
    eig = np.linalg.eigvalsh(hess)
    return eig[np.argmin(abs(eig - 1))]


# ---------- test: integrated absorption of a strong band -------------
def band_integral(n_back, strength, damping=0.02):
    """Integral of omega*kappa divided by oscillator strength."""
    base = (n_back**2 - 1) / (n_back**2 + 2)

    def integrand(w):
        lor = base + strength / (1 - w*w - 1j*damping*w)
        return w * np.sqrt((1 + 2*lor) / (1 - lor)).imag

    edges = [0, 0.7, 0.85, 0.92, 0.96, 0.98, 1.0, 1.02, 1.05,
             1.1, 1.2, 1.5, 3, 10, np.inf]
    total = sum(quad(integrand, lo, hi, epsabs=1e-13, epsrel=1e-9,
                     limit=200)[0]
                for lo, hi in zip(edges[:-1], edges[1:]))
    return total / strength


# ---------- Hartree-Fock with a polarizable environment --------------
class Molecule:
    """CO integrals; operator 0 is the dipole, 1+l the surface
    potential component l of the solute charge."""

    def __init__(self, bond):
        total = MASS_C + MASS_O
        com = R_MID * (MASS_O - MASS_C) / (2 * total)
        z = np.array([com - MASS_O/total*bond,
                      com + MASS_C/total*bond])
        self.mol = gto.M(atom=[["C", (0, 0, z[0])],
                               ["O", (0, 0, z[1])]],
                         basis=BASIS, unit="Bohr", verbose=0)
        mol = self.mol
        self.overlap = mol.intor("int1e_ovlp")
        self.hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        self.enuc = mol.energy_nuc()
        val, vec = np.linalg.eigh(self.overlap)
        self.orth = vec / np.sqrt(val)
        nao = len(val)
        self.rows, self.cols = np.tril_indices(nao)
        eri = mol.intor("int2e").reshape((nao,) * 4)
        i, j = self.rows[:, None], self.cols[:, None]
        p, q = self.rows[None], self.cols[None]
        self.two = eri[i, j, p, q] - 0.25 * (
            eri[i, p, j, q] + eri[i, q, j, p])
        self.fold = np.where(self.rows == self.cols, 1.0, 2.0)
        charges = np.array([6.0, 8.0])
        pts, wts = sphere_grid(24, 6)
        harm = np.array([np.sqrt((2*l+1)/(4*np.pi))
                         * eval_legendre(l, pts[:, 2]) * wts
                         for l in range(LMAX + 1)])
        self.ops = np.zeros((LMAX + 2, nao, nao))
        self.ops[0] = -mol.intor("int1e_r")[2]
        phi_nuc = np.zeros(len(pts))
        for m, point in enumerate(pts * A_CAV):
            with mol.with_rinv_origin(point):
                rinv = mol.intor("int1e_rinv")
            self.ops[1:] -= harm[:, m, None, None] * rinv
            for zn, ch in zip(z, charges):
                phi_nuc[m] += ch / np.linalg.norm(point - [0, 0, zn])
        self.nuc = np.r_[charges @ z, harm @ phi_nuc]
        for l in range(LMAX + 1):
            exact = (np.sqrt(4*np.pi/(2*l+1)) / A_CAV**(l+1)
                     * (charges @ z**l))
            assert abs(self.nuc[1 + l] - exact) < 1e-9
        self.guess = None

    def solve(self, fast, fixed):
        """Minimize E - sum(fast*P**2)/2 - sum(fixed*P)."""
        dm, focks, errs = self.guess, [], []
        nocc = 7
        for _ in range(80):
            packed = self.two @ (dm[self.rows, self.cols]*self.fold)
            fock = np.zeros_like(dm)
            fock[self.rows, self.cols] = packed
            fock[self.cols, self.rows] = packed
            fock += self.hcore
            energy = self.enuc + 0.5 * np.sum(dm * (self.hcore + fock))
            resp = self.nuc + np.tensordot(self.ops, dm, 2)
            energy -= np.sum(0.5 * fast * resp**2 + fixed * resp)
            fock -= np.tensordot(fast * resp + fixed, self.ops, 1)
            comm = fock @ dm @ self.overlap
            err = self.orth.T @ (comm - comm.T) @ self.orth
            if abs(err).max() < 1e-9:
                return energy, resp, dm
            focks, errs = (focks + [fock])[-8:], (errs + [err])[-8:]
            flat = np.array([e.ravel() for e in errs])
            norm = np.linalg.norm(flat, axis=1)
            unit = flat / norm[:, None]
            sol = np.linalg.lstsq(unit @ unit.T, norm.min() / norm,
                                  rcond=1e-13)[0] / norm
            mix = sol / sol.sum()
            fock = np.tensordot(mix, np.array(focks), 1)
            vec = np.linalg.eigh(self.orth.T @ fock @ self.orth)[1]
            occ = self.orth @ vec[:, :nocc]
            dm = 2 * occ @ occ.T
        raise RuntimeError("SCF did not converge")


ZERO = np.zeros(LMAX + 2)


def dipole_vector(value):
    out = ZERO.copy()
    out[0] = value
    return out


def onsager(eps):
    return dipole_vector(reaction_factor(eps))


def pcm(eps, lmin=0, lmax=LMAX):
    out = ZERO.copy()
    for l in range(lmin, lmax + 1):
        out[1 + l] = (A_CAV * (2*l+1) / (4*np.pi) * (l+1) * (eps-1)
                      / ((l+1) * eps + l))
    return out


def scan(fast, fixed=ZERO):
    """Energies and responses at the five bond lengths."""
    res = [m.solve(fast, fixed) for m in MOLS]
    return np.array([r[0] for r in res]), np.array([r[1] for r in res])


def deriv(values, t, order):
    poly = np.poly1d(np.polyfit(STEPS, values - values[2], 4))
    out = poly.deriv(order)(t) / STEP**order
    return out + values[2] if order == 0 else out


def minimum(energies):
    """Position of the minimum (in steps) and harmonic wavenumber."""
    t = 0.0
    for _ in range(30):
        t -= deriv(energies, t, 1) / deriv(energies, t, 2) / STEP
    omega = np.sqrt(deriv(energies, t, 2) / RED_MASS)
    return t, omega * TO_CM


def nonequilibrium(static, optical):
    """Scan with the slow polarization frozen at the minimum."""
    energies, resp = scan(static)
    t = minimum(energies)[0]
    frozen = np.array([deriv(c, t, 0) for c in resp.T])
    out = scan(optical, (static - optical) * frozen)[0]
    assert abs(minimum(out)[0] - t) * STEP < 1e-5
    return minimum(out)[1]


reaction_num, cavity_num = test_sphere()
bath_slow, bath_fast = bath_eigenvalue(0.01), bath_eigenvalue(100.0)
assert abs(bath_slow - 0.99) < 1e-5
assert abs(bath_fast - 0.98) < 1e-5
band_n, band_s = 1.5, 0.05
band_ratio = band_integral(band_n, band_s) / band_integral(1.0, 1e-6)
assert abs(band_ratio / polo_wilson(band_n) - 1) < 1e-5

MOLS = [Molecule(R_MID + STEP * s) for s in STEPS]
reference = scf.RHF(MOLS[2].mol)
reference.conv_tol = 1e-11
e_reference = reference.kernel()
dm_start = np.asarray(reference.make_rdm1())
for mol_item in MOLS:
    mol_item.guess = dm_start
    mol_item.guess = mol_item.solve(ZERO, ZERO)[2]

# ---------- gas-phase constants ----------
e_gas, p_gas = scan(ZERO)
assert abs(e_gas[2] - e_reference) < 1e-7
t_gas, w_gas = minimum(e_gas)
k, g = deriv(e_gas, t_gas, 2), deriv(e_gas, t_gas, 3)
mu0, mu1, mu2 = [deriv(p_gas[:, 0], t_gas, j) for j in range(3)]
field = 0.002
p_plus = scan(ZERO, dipole_vector(field))[1][:, 0]
p_minus = scan(ZERO, dipole_vector(-field))[1][:, 0]
alpha_scan = (p_plus - p_minus) / (2 * field)
alpha = deriv(alpha_scan, t_gas, 0)
surf_scale = A_CAV**2 * np.sqrt(3 / (4 * np.pi))
mu1_surf = deriv(p_gas[:, 2] * surf_scale, t_gas, 1)


def first_order(eps_0, eps_inf):
    f0, fi = reaction_factor(eps_0), reaction_factor(eps_inf)
    return -w_gas/(2*k) * (fi*mu1**2 + f0*mu0*(mu2 - g*mu1/k))


kbm_c = (mu1**2 + mu0*mu2 - g*mu0*mu1/k) / (k * A_CAV**3)

# ---------- tests of the shift formulas in the weak-solvent limit ----
weak_eq = minimum(scan(onsager(1.01))[0])[1] - w_gas
weak_kbm = -w_gas * kbm_c * 0.01 / 3.02
assert abs(weak_eq / weak_kbm - 1) < 0.01
weak_neq = nonequilibrium(onsager(1.01), onsager(1.003)) - w_gas
weak_neq_formula = first_order(1.01, 1.003)
assert abs(weak_neq / weak_neq_formula - 1) < 0.01

# ---------- shifts at finite permittivity ----------
table, saved = [], {}
for eps in (2.0, 5.0, 40.0):
    ons, full = scan(onsager(eps)), scan(pcm(eps))
    saved[eps] = (ons, full)
    dip = scan(pcm(eps, 1, 1))[0]
    table.append([eps, first_order(eps, eps)]
                 + [minimum(e)[1] - w_gas
                    for e in (ons[0], dip, full[0])])
f40 = reaction_factor(40.0)
e_polarizable = e_gas - 0.5*f40*p_gas[:, 0]**2/(1 - alpha_scan*f40)
shift_polarizable = minimum(e_polarizable)[1] - w_gas
assert abs(shift_polarizable / table[2][2] - 1) < 0.01
shift_l9 = minimum(scan(pcm(40.0, 0, 9))[0])[1] - w_gas
assert abs(shift_l9 - table[2][4]) < 0.1

neq_formula = first_order(40.0, 1.8)
neq_onsager = nonequilibrium(onsager(40.0), onsager(1.8)) - w_gas
neq_pcm = nonequilibrium(pcm(40.0), pcm(1.8)) - w_gas

# ---------- intensities ----------
x_match = alpha / A_CAV**3
eps_match = (1 + 2 * x_match) / (1 - x_match)
saved[eps_match] = (scan(onsager(eps_match)), scan(pcm(eps_match)))


def intensity_ratios(eps):
    """Polo-Wilson, Onsager formula, Onsager SCF and PCM ratios."""
    n, gc = np.sqrt(eps), cavity_factor(eps)
    (e_o, p_o), (e_p, p_p) = saved[eps]
    slope_o = gc * deriv(p_o[:, 0], minimum(e_o)[0], 1)
    moment = p_p[:, 0] + (gc - 1) * surf_scale * p_p[:, 2]
    slope_p = deriv(moment, minimum(e_p)[0], 1)
    formula = (gc / (1 - alpha * reaction_factor(eps)))**2 / n
    return (polo_wilson(n), formula,
            (slope_o / mu1)**2 / n, (slope_p / mu1)**2 / n)


ratio_match = intensity_ratios(eps_match)
ratio_two = intensity_ratios(2.0)
assert abs(ratio_match[1] / ratio_match[0] - 1) < 1e-10
for ratios in (ratio_match, ratio_two):
    assert abs(ratios[2] / ratios[1] - 1) < 0.02
assert abs(ratio_match[3] - ratio_match[0]) < 0.1

# ---------- output ----------
print("Sphere test, eps = 5, radius 1, unit dipole or unit field")
print(f"  reaction field, numerical: {reaction_num:.5f} a.u.")
print(f"  reaction field, formula: {8/11:.5f} a.u.")
print(f"  cavity field, numerical: {cavity_num:.5f} a.u.")
print(f"  cavity field, formula: {cavity_factor(5.0):.5f} a.u.")
print("Oscillator k = m = 1 with two bath modes of strength 0.01")
print(f"  squared frequency, one fast, one slow: {bath_slow:.6f}")
print(f"  squared frequency, both fast: {bath_fast:.6f}")
print(f"Strong band: n = {band_n}, strength s = {band_s}, damping 0.02")
print(f"  intensity ratio, quadrature: {band_ratio:.6f}")
print(f"  intensity ratio, Polo-Wilson: {polo_wilson(band_n):.6f}")
print(f"CO, RHF/{BASIS}, axis from C to O")
print(f"  cavity radius a: {A_CAV:.2f} bohr")
print(f"  bond length R_e: {R_MID + STEP*t_gas:.4f} bohr")
print(f"  reduced mass: {RED_MASS:.2f} m_e")
print(f"  k: {k:.5f} hartree/bohr^2")
print(f"  g: {g:.4f} hartree/bohr^3")
print(f"  harmonic wavenumber: {w_gas:.2f} cm^-1")
print(f"  mu: {mu0:.5f} e bohr")
print(f"  mu': {mu1:.5f} e")
print(f"  mu'': {mu2:.5f} e/bohr")
print(f"  mu' inferred at cavity surface: {mu1_surf:.5f} e")
print(f"  axial polarizability: {alpha:.4f} bohr^3")
print(f"  terms: mu'^2 = {mu1**2:.5f}, mu mu'' = {mu0*mu2:.5f},"
      f" -g mu mu'/k = {-g*mu0*mu1/k:.5f} e^2")
print(f"  KBM constant C: {kbm_c:.6f}")
print("Weak-solvent shifts (cm^-1): SCF, formula")
print(f"  equilibrium, eps 1.01: {weak_eq:.5f}, {weak_kbm:.5f}")
print(f"  nonequilibrium, eps_0 1.01, eps_inf 1.003:"
      f" {weak_neq:.5f}, {weak_neq_formula:.5f}")
print("Equilibrium shifts (cm^-1)")
print("  eps, (eps-1)/(2eps+1), KBM, Onsager SCF, PCM l=1, full PCM")
for eps, kbm, ons_s, dip_s, full_s in table:
    print(f"  {eps:.0f}, {(eps-1)/(2*eps+1):.4f}, {kbm:.3f},"
          f" {ons_s:.3f}, {dip_s:.3f}, {full_s:.3f}")
print(f"  polarizable-dipole formula, eps 40:"
      f" {shift_polarizable:.3f} cm^-1")
print(f"  PCM cut at l = 9, eps 40: {shift_l9:.3f} cm^-1")
print("Nonequilibrium shifts, eps_0 = 40, eps_inf = 1.8 (cm^-1)")
print(f"  first-order formula: {neq_formula:.3f}")
print(f"  Onsager SCF: {neq_onsager:.3f}")
print(f"  full PCM: {neq_pcm:.3f}")
print(f"alpha/a^3: {x_match:.5f}")
print(f"matched n^2: {eps_match:.5f}, n: {np.sqrt(eps_match):.5f}")
print("Intensity ratios: Polo-Wilson, Onsager formula, Onsager SCF, PCM")
print("  matched n: " + ", ".join(f"{r:.4f}" for r in ratio_match))
print("  n^2 = 2: " + ", ".join(f"{r:.4f}" for r in ratio_two))
print("ALL CHECKS PASSED")
```

Printed output:

```
Sphere test, eps = 5, radius 1, unit dipole or unit field
  reaction field, numerical: 0.72726 a.u.
  reaction field, formula: 0.72727 a.u.
  cavity field, numerical: 1.36363 a.u.
  cavity field, formula: 1.36364 a.u.
Oscillator k = m = 1 with two bath modes of strength 0.01
  squared frequency, one fast, one slow: 0.990000
  squared frequency, both fast: 0.979998
Strong band: n = 1.5, strength s = 0.05, damping 0.02
  intensity ratio, quadrature: 1.337963
  intensity ratio, Polo-Wilson: 1.337963
CO, RHF/aug-cc-pvdz, axis from C to O
  cavity radius a: 4.50 bohr
  bond length R_e: 2.0991 bohr
  reduced mass: 12498.10 m_e
  k: 1.49806 hartree/bohr^2
  g: -5.4052 hartree/bohr^3
  harmonic wavenumber: 2402.85 cm^-1
  mu: -0.06858 e bohr
  mu': -1.00871 e
  mu'': -0.40364 e/bohr
  mu' inferred at cavity surface: -1.01613 e
  axial polarizability: 14.1112 bohr^3
  terms: mu'^2 = 1.01749, mu mu'' = 0.02768, -g mu mu'/k = 0.24960 e^2
  KBM constant C: 0.009485
Weak-solvent shifts (cm^-1): SCF, formula
  equilibrium, eps 1.01: -0.07555, -0.07546
  nonequilibrium, eps_0 1.01, eps_inf 1.003: -0.03406, -0.03404
Equilibrium shifts (cm^-1)
  eps, (eps-1)/(2eps+1), KBM, Onsager SCF, PCM l=1, full PCM
  2, 0.2000, -4.558, -4.892, -5.427, -4.745
  5, 0.3636, -8.287, -9.463, -10.456, -9.089
  40, 0.4815, -10.973, -13.132, -14.464, -12.516
  polarizable-dipole formula, eps 40: -13.136 cm^-1
  PCM cut at l = 9, eps 40: -12.516 cm^-1
Nonequilibrium shifts, eps_0 = 40, eps_inf = 1.8 (cm^-1)
  first-order formula: -5.465
  Onsager SCF: -6.151
  full PCM: -5.174
alpha/a^3: 0.15485
matched n^2: 1.54969, n: 1.24486
Intensity ratios: Polo-Wilson, Onsager formula, Onsager SCF, PCM
  matched n: 1.1246, 1.1246, 1.1291, 1.1279
  n^2 = 2: 1.2571, 1.1571, 1.1642, 1.1617
ALL CHECKS PASSED
```
